# The sine-squared-psi line and its strain-free direction under equibiaxial stress, part 1

(Sections cited here and not found follow in the second part.)

## First half: the line and its zero

### A case that can be read at sight

Take a thin film on a thick wafer, stretched equally in all directions of its plane by a tensile stress $\sigma$. Its top surface is free. Let the film be elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu=1/3$.

A pull $\sigma$ along the first in-plane axis gives a strain $\sigma/E$ along that axis and $-\sigma/(3E)$ along the two others. An equal pull along the second in-plane axis does the same with the axes exchanged. Adding the two gives the strain along any direction in the plane,

$$\varepsilon_\parallel=\frac{\sigma}{E}-\frac{\sigma}{3E}=\frac{2\sigma}{3E},$$

and the strain along the film normal,

$$\varepsilon_\perp=-\frac{\sigma}{3E}-\frac{\sigma}{3E}=-\frac{2\sigma}{3E}.$$

The two are equal and opposite. A direction halfway between the normal and the plane, tilted by $45^\circ$, takes half of each, so its length does not change. Doubling the stress doubles both strains, and a stiffer film reduces both by the same factor; neither change moves the $45^\circ$ direction. Another Poisson ratio would upset the balance between the two strains and move it.

X-ray diffraction can find this direction, because it measures the spacing of atomic planes whose normal has a chosen tilt. The theorem below gives the spacing at every tilt and the unstrained tilt for every Poisson ratio.

### Setting and conventions

Axes 1 and 2 lie in the film and axis 3 is its outward normal. Tensile stress and extension are positive. The tilt $\psi$ is the angle between the film normal and the normal $\mathbf n$ of the diffracting planes, and $\varphi$ is the azimuth of the tilt:

$$\mathbf n=(\sin\psi\cos\varphi,\ \sin\psi\sin\varphi,\ \cos\psi),\qquad 0\le\psi\le 90^\circ .$$

The spacing of the planes is $d_\psi$ in the stressed film and $d_0$ in the same material without stress, at the same temperature and composition. The measured strain is

$$\varepsilon_\psi=\frac{d_\psi-d_0}{d_0}.$$

The assumptions are these.

1. The film is flat and laterally uniform, and its surface carries no load.
2. The in-plane stress is equibiaxial: $\sigma_{11}=\sigma_{22}=\sigma$ and $\sigma_{12}=0$, with $\sigma\ne0$.
3. The response is linear, elastic and isotropic, with the same constants for every diffracting grain.
4. Strains are small, and terms of second order in them are dropped.
5. The film has grains in many orientations, so that planes of the chosen type can be found at each tilt used.

Stability of an isotropic solid requires $E>0$ and $-1<\nu<1/2$. The upper end $\nu=1/2$ is the incompressible limit.

### Theorem

**Under assumptions 1 to 5,**

$$\varepsilon_\psi=\frac{\sigma}{E}\left[(1+\nu)\sin^2\psi-2\nu\right].\tag{1}$$

**For $\nu\ge0$ the strain vanishes at one tilt $\psi_0$, given by**

$$\sin^2\psi_0=\frac{2\nu}{1+\nu}.\tag{2}$$

**This tilt does not depend on $E$, on the size or sign of $\sigma$, on the azimuth, or on the reflection. For $\nu<0$ there is no strain-free direction.**

The proof needs one lemma on geometry, one on force balance and one on elasticity.

### Lemma 1: what a plane spacing measures

*Let a grain be deformed uniformly, so that a material point $\mathbf X$ moves to $\mathbf x=F\mathbf X$. Planes whose normal after deformation is the unit vector $\mathbf n$ have the spacing ratio*

$$\frac{d_\psi}{d_0}=|F^{T}\mathbf n|.\tag{3}$$

*For $F=1+\varepsilon$ with a small symmetric strain $\varepsilon$, this gives $\varepsilon_\psi=\mathbf n\cdot\varepsilon\,\mathbf n$ to first order.*

Proof. A family of undeformed planes is described by $\mathbf G\cdot\mathbf X=m$ with integer $m$. The vector $\mathbf G$ is normal to the planes. A step along it from one plane to the next has length $1/|\mathbf G|$, so $|\mathbf G|=1/d_0$. The planes move with the material. Putting $\mathbf X=F^{-1}\mathbf x$ gives

$$m=\mathbf G\cdot F^{-1}\mathbf x=(F^{-T}\mathbf G)\cdot\mathbf x .$$

The deformed planes are thus described by $\mathbf g=F^{-T}\mathbf G$, which points along $\mathbf n$ and has length $1/d_\psi$. Hence $\mathbf g=\mathbf n/d_\psi$. Multiplication by $F^T$ gives $\mathbf G=F^T\mathbf n/d_\psi$. The length of this equation is $1/d_0=|F^T\mathbf n|/d_\psi$, which is (3).

For $F=1+\varepsilon$ with $\varepsilon^T=\varepsilon$,

$$|F^T\mathbf n|^2=(\mathbf n+\varepsilon\mathbf n)\cdot(\mathbf n+\varepsilon\mathbf n)=1+2\,\mathbf n\cdot\varepsilon\,\mathbf n+|\varepsilon\mathbf n|^2 .$$

The last term is of second order. Since $\sqrt{1+2x}=1+x$ to first order in $x$, the ratio is $1+\mathbf n\cdot\varepsilon\,\mathbf n$. $\square$

The normal in the lemma is the deformed one, which is the one that diffraction selects. The undeformed normal differs from it by an angle of the order of the strain, which changes $\varepsilon_\psi$ in second order. The grains seen at one tilt are in general not all the same as those seen at another, so assumption 3 is needed to join their spacings into one line.

### Lemma 2: no stress acts across the film

*Under assumption 1, $\sigma_{13}=\sigma_{23}=\sigma_{33}=0$ throughout the film.*

Proof. Balance of forces without body forces reads, for each component $i$,

$$\frac{\partial\sigma_{i1}}{\partial x_1}+\frac{\partial\sigma_{i2}}{\partial x_2}+\frac{\partial\sigma_{i3}}{\partial x_3}=0 .$$

Lateral uniformity removes the first two terms, so $\sigma_{i3}$ does not vary with depth. The free surface sets it to zero at the top, and therefore it is zero at every depth. $\square$

The film is held in tension by its surroundings in the plane, not by forces on its faces. Near a film edge the lateral derivatives do not vanish and the lemma fails; there, shear stress on the interface passes the film force to the wafer.

### Lemma 3: the two strains

*Under assumptions 1 to 3,*

$$\varepsilon_\parallel=\frac{(1-\nu)\sigma}{E},\qquad \varepsilon_\perp=-\frac{2\nu\sigma}{E},\tag{4}$$

*and all shear strains in the film axes vanish.*

Proof. Isotropic linear elasticity is written

$$\varepsilon_{ij}=\frac{1+\nu}{E}\,\sigma_{ij}-\frac{\nu}{E}\,T\,\delta_{ij},\qquad T=\sigma_{11}+\sigma_{22}+\sigma_{33}.\tag{5}$$

A single stress $\sigma_{11}$ gives $\varepsilon_{11}=\sigma_{11}/E$ and $\varepsilon_{22}=-\nu\sigma_{11}/E$, as the definitions of $E$ and $\nu$ require. Here $\sigma_{33}=0$ by Lemma 2, so $T=2\sigma$. Therefore

$$\varepsilon_{11}=\varepsilon_{22}=\frac{(1+\nu)\sigma-2\nu\sigma}{E}=\frac{(1-\nu)\sigma}{E},\qquad
\varepsilon_{33}=0-\frac{2\nu\sigma}{E}.$$

The shear strains are proportional to the shear stresses, which are zero. $\square$

### Proof of the theorem

By Lemmas 1 and 3,

$$\varepsilon_\psi=\varepsilon_\parallel\sin^2\psi\,(\cos^2\varphi+\sin^2\varphi)+\varepsilon_\perp\cos^2\psi .$$

The bracket equals one, so the azimuth drops out. With $\cos^2\psi=1-\sin^2\psi$,

$$\varepsilon_\psi=\varepsilon_\perp+(\varepsilon_\parallel-\varepsilon_\perp)\sin^2\psi .\tag{6}$$

From (4), the difference of the two strains is

$$\varepsilon_\parallel-\varepsilon_\perp=\frac{\sigma}{E}\,(1-\nu+2\nu)=\frac{(1+\nu)\sigma}{E}.$$

Inserting this and $\varepsilon_\perp=-2\nu\sigma/E$ in (6) gives (1).

Since $\sigma/E\ne0$, the strain vanishes if and only if the square bracket in (1) does. Because $1+\nu>0$, this means $\sin^2\psi=2\nu/(1+\nu)$. For $0\le\nu\le1/2$ the right side rises from $0$ to $2/3$, since its derivative $2/(1+\nu)^2$ is positive, and it fixes one tilt between $0$ and $90^\circ$. For $-1<\nu<0$ it is negative and no real tilt satisfies it. The bracket contains neither $E$, $\sigma$, $\varphi$ nor the indices of the reflection. $\square$

### Remarks on the result

**Meaning.** The stress multiplies the whole bracket in (1), so it rotates the plot of $d_\psi$ against $\sin^2\psi$ about a fixed point. The point has the height $d_0$ and the abscissa (2). Dividing (2) by $1-\sin^2\psi_0=(1-\nu)/(1+\nu)$ gives another form,

$$\tan^2\psi_0=\frac{2\nu}{1-\nu}=-\frac{\varepsilon_\perp}{\varepsilon_\parallel}.$$

The tilt thus measures the ratio of thinning to in-plane stretching, and in this ratio $\sigma$ and $E$ cancel.

**Limits.** At $\nu=0$ the film does not thin, and the planes parallel to the surface keep their spacing: $\psi_0=0$. At $\nu=1/3$ the opening case returns, with $\sin^2\psi_0=1/2$. At $\nu=1/2$ volume is conserved, the film thins by twice its in-plane strain, and $\psi_0=54.7^\circ$. Between these, $\nu=0.20$, $0.25$, $0.30$ and $0.35$ give $\psi_0=35.3^\circ$, $39.2^\circ$, $42.8^\circ$ and $46.1^\circ$.

**Use.** Let $k$ be the slope of $d_\psi$ against $\sin^2\psi$. Equation (1) gives $k=d_0(1+\nu)\sigma/E$, hence

$$\sigma=\frac{E}{1+\nu}\,\frac{k}{d_0}.\tag{7}$$

If $\nu$ is known, $d_0$ is read from the line at $\psi_0$, and no stress-free sample is needed. Conversely, lines taken at two stresses, with temperature and composition held fixed, cross at $s_0=\sin^2\psi_0$. Then (2) gives $s_0=\nu(2-s_0)$, or $\nu=s_0/(2-s_0)$. One line cannot supply $\nu$ if both $d_0$ and $\sigma/E$ are unknown, because it has no marked zero.

**Stress that varies with depth.** Let $\sigma$ depend on depth while $E$, $\nu$ and $d_0$ do not. Lemma 2 still holds. If the measured spacing is the mean over the depths that X-rays reach, (1) holds with $\sigma$ replaced by a weighted mean stress. The weights may change with tilt, because the path length in the film does, and the plot then bends. The bracket is common to all depths, so the strain at $\psi_0$ remains zero.

**Second order in strain.** Equation (3) gives the second-order shift once a finite-strain measure is chosen. Take $F=1+\varepsilon$ with $\varepsilon$ given by (4). Write $s=\sin^2\psi$. The condition $|F^T\mathbf n|^2=1$ is

$$(1+\varepsilon_\parallel)^2s+(1+\varepsilon_\perp)^2(1-s)=1 .$$

Expanding the squares and collecting $s$ gives

$$s=\frac{-\left(2\varepsilon_\perp+\varepsilon_\perp^2\right)}{2(\varepsilon_\parallel-\varepsilon_\perp)+\varepsilon_\parallel^2-\varepsilon_\perp^2}
=s_0\,\frac{1+\varepsilon_\perp/2}{1+(\varepsilon_\parallel+\varepsilon_\perp)/2}\approx s_0\left(1-\frac{\varepsilon_\parallel}{2}\right).\tag{8}$$

The middle form follows on dividing numerator and denominator by $2(\varepsilon_\parallel-\varepsilon_\perp)$. This shift depends on which strain measure is taken to be linear in the stress. If instead $\eta=(F^TF-1)/2$ obeys (4), then for diagonal $F$ one has $|F^T\mathbf n|^2=1+2\,\mathbf n\cdot\eta\,\mathbf n$ and the zero lies exactly at $s_0$; with the logarithmic strain the shift is twice that of (8). The second-order term is thus fixed only together with the nonlinear elastic constants, which (8) does not contain, and for a real solid the independence from stress is established to first order only.

### Proposition: unequal or normal stress

*Let the principal stresses along the film axes be $\sigma_1,\sigma_2,\sigma_3$, and tilt toward axis 1. If $\sigma_1\ne\sigma_3$, the strain vanishes at*

$$\sin^2\psi_0=\frac{\nu(\sigma_1+\sigma_2)-\sigma_3}{(1+\nu)(\sigma_1-\sigma_3)},\tag{9}$$

*provided that the right side lies between 0 and 1.*

Proof. With $\mathbf n=(\sin\psi,0,\cos\psi)$, equation (5) gives

$$E\varepsilon_\psi=(1+\nu)\left[(\sigma_1-\sigma_3)\sin^2\psi+\sigma_3\right]-\nu(\sigma_1+\sigma_2+\sigma_3).$$

Setting this to zero leaves $\nu(\sigma_1+\sigma_2+\sigma_3)-(1+\nu)\sigma_3=\nu(\sigma_1+\sigma_2)-\sigma_3$ on the right, which gives (9). $\square$

For $\sigma_1=\sigma_2$ and $\sigma_3=0$ the stress cancels and (2) returns. Otherwise ratios of stresses remain. In a narrow strip that carries stress along its length and none across it, $\sigma_2=\sigma_3=0$ and a tilt toward the length gives $\sin^2\psi_0=\nu/(1+\nu)$, half of (2). For a tilt toward the width, $\sigma_1=\sigma_3=0$ and the strain is $-\nu\sigma_2/E$ at every tilt, so for $\nu\neq0$ there is no zero. The independence from azimuth therefore belongs to films with equal in-plane stresses, not to patterned lines. One azimuth keeps the angle: for $\sigma_3=0$, equation (5) gives $E\varepsilon_\psi=(1+\nu)(\sigma_1\cos^2\varphi+\sigma_2\sin^2\varphi)\sin^2\psi-\nu(\sigma_1+\sigma_2)$, so at $\varphi=45^\circ$ to the principal axes (2) holds again whenever $\sigma_1+\sigma_2\ne0$.

## Second half: real grains and a worked film

For an isotropic film under equal in-plane stresses, the strain is linear in $\sin^2\psi$ and, for $\nu\ge0$, vanishes to first order at a tilt fixed by Poisson's ratio alone. It remains to see how crystal anisotropy, texture and other neglected effects move this zero, and to work through a numerical example.
